# Why forward minus reflected power is not plasma power

Set an argon etcher to 300 W, tune until the reflected power reads zero, and credit the plasma with 300 W. For the discharge treated below, with its impedance taken as known and fixed, that figure implies a radiofrequency amplitude of 348 V at the electrode. The amplitude is really 311 V, and an estimate of the ion energy built on the wrong power is too high by about the same 12 %. The generator is not at fault, and neither is the meter. The missing 60 W is heating the matching network.

## The belief and its appeal

The belief is that forward power minus reflected power equals the power absorbed by the plasma. There is a good argument for it. What is sent out and does not come back must have been absorbed. A matching network is built from capacitors and a coil, which ideally absorb nothing, so the plasma seems to be the one place left for the power to go.

The first half of this argument is correct. The second fails because a real coil has resistance, and a discharge may have a series resistance of only a few ohms. Half an ohm is small beside the 50 ohm of the cable, but that is the wrong comparison.

## What the coupler measures

Let \(v(t)\) and \(i(t)\) be the voltage and the inward current at the input of the matching network. An ideal directional coupler there, with real reference resistance \(Z_0\), separates the two waves

\[
v_+=\tfrac12(v+Z_0 i),\qquad v_-=\tfrac12(v-Z_0 i).
\]

The forward power is \(P_f=\langle v_+^2\rangle/Z_0\) and the reflected power is \(P_r=\langle v_-^2\rangle/Z_0\), where the brackets denote a mean over one period. Expand the squares:

\[
v_+^2-v_-^2=\tfrac14\left[(v^2+2Z_0vi+Z_0^2i^2)-(v^2-2Z_0vi+Z_0^2i^2)\right]=Z_0\,vi .
\]

Dividing by \(Z_0\) and averaging gives

\[
P_f-P_r=\langle vi\rangle .
\]

This is the mean power crossing the plane of the coupler. Nothing in the derivation refers to what lies beyond that plane.

## Where the power goes

Take a common form of network: a capacitor \(C_1\) across the input, followed by a coil \(L\) and a capacitor \(C_2\) in series with the discharge. Represent the discharge at the drive frequency by a resistance \(R_p\) in series with a capacitive reactance \(X_p\), so that \(Z_p=R_p-jX_p\). The resistance accounts for all power given to the discharge, including the power that accelerates ions through the sheaths. Let \(R_s\) be the loss resistance of the series arm, and neglect loss in \(C_1\) for now.

With \(i_m\) the current in the series arm, and \(v_2\) and \(v_x\) the voltages on \(C_2\) and on the capacitance \(C_x\) of the discharge, the circuit equations are

\[
i=C_1\frac{dv}{dt}+i_m,\qquad
v=L\frac{di_m}{dt}+v_2+v_x+(R_s+R_p)i_m .
\]

Multiply the first by \(v\), then use the second to replace \(v\) in the product \(v i_m\). Since \(i_m=C_2\,dv_2/dt=C_x\,dv_x/dt\),

\[
vi=\frac{d}{dt}\left[\tfrac12C_1v^2+\tfrac12Li_m^2+\tfrac12C_2v_2^2+\tfrac12C_xv_x^2\right]+(R_s+R_p)i_m^2 .
\]

In the periodic state the bracket returns to its starting value after each period, so its derivative averages to zero. For a sinusoidal current of peak value \(I\), \(\langle i_m^2\rangle=I^2/2\). Therefore

\[
P_f-P_r=\tfrac12(R_s+R_p)I^2 .
\]

The plasma receives \(P_p=\tfrac12R_pI^2\) and the network \(P_s=\tfrac12R_sI^2\). Dividing each by the total removes the current:

\[
P_p=(P_f-P_r)\frac{R_p}{R_p+R_s},\qquad
\frac{P_s}{P_f-P_r}=\frac{R_s}{R_p+R_s}.
\]

For \(R_s=0.5\) ohm and \(R_p=2\) ohm the lost share is \(0.5/2.5=20\,\%\) of the net power. Relative to the plasma power it is \(0.5/2=25\,\%\).

The comparison that matters is between \(R_s\) and \(R_p\). If \(R_p\gg R_s\), the lost share tends to \(R_s/R_p\) and the belief becomes a good approximation. If \(R_p\ll R_s\), nearly all the power heats the network. With \(R_s\) held at half an ohm, the loss is 33.3 % for a 1-ohm plasma, 9.1 % for 5 ohm and 4.8 % for 10 ohm. Two recipes run at the same net power can therefore differ in plasma power if their discharge resistances differ.

## Why perfect tuning does not help

Write \(R=R_s+R_p\), and let \(X\) be the net reactance of the series arm, discharge included. With the shunt capacitor added, the input admittance is

\[
Y=\frac{1}{R+jX}+j\omega C_1=\frac{R}{R^2+X^2}+j\left(\omega C_1-\frac{X}{R^2+X^2}\right).
\]

No reflection requires \(Y=1/Z_0\). The real part gives \(R^2+X^2=RZ_0\). Taking the inductive root and then cancelling the imaginary part,

\[
X=\sqrt{R(Z_0-R)},\qquad \omega C_1=\frac{X}{RZ_0},
\]

which is possible for \(R<Z_0\). These conditions contain \(R_s\) and \(R_p\) only through their sum. A perfect match makes the sum look like 50 ohm to the generator and says nothing about how the power is divided within it.

## A worked case at 27.12 MHz

Take \(Z_p=2-j20\) ohm, \(R_s=0.5\) ohm, a coil of 0.50 µH and 300 W available from a 50-ohm generator. The match needs \(X=\sqrt{2.5\times47.5}=10.90\) ohm. The coil supplies 85.2 ohm, so \(C_2\) must take up \(85.2-20-10.9=54.3\) ohm, which means 108 pF. The shunt capacitor is 512 pF.

At match all 300 W enters the network, and

\[
I=\sqrt{\frac{2\times300}{2.5}}=15.49\ \text{A}.
\]

Hence \(P_s=\tfrac12(0.5)(15.49)^2=60\) W and \(P_p=\tfrac12(2)(15.49)^2=240\) W. The voltage amplitude across the discharge is \(I|Z_p|=15.49\sqrt{2^2+20^2}=311\) V.

Now raise \(C_2\) by 5 % while holding \(Z_p\) fixed. The reflected power rises to 63.3 W and the net power falls to 236.7 W, of which 47.3 W heats the network and 189.4 W reaches the plasma. The lost share is still 20.0 %. Subtracting the reflected power has corrected for the mismatch, but not for the loss. In a real discharge \(Z_p\) would shift with the power, and the share would follow the new \(R_p\).

## What it does to the ion energy

At fixed \(Z_p\), the voltage amplitude is \(V=|Z_p|\sqrt{2P_p/R_p}\). Putting 300 W in place of 240 W multiplies it by \(\sqrt{300/240}=1.118\), which turns 311 V into 348 V. This supposes that \(R_p=2\) ohm is known from elsewhere. If \(Z_p\) is instead read from the capacitor settings with the network taken as lossless, the result is \(2.5-j20\) ohm, the current comes out right and the voltage, 312 V, is nearly right, although the plasma power is still overstated. If the power is fed into a plasma model in which it grows as \(V^n\), the factor is \(1.25^{1/n}\), which exceeds 1.118 when \(n<2\).

In a strongly asymmetric reactor most of this voltage falls across the sheath at the smaller, powered electrode. That sheath must nearly collapse once per period to let electrons reach the electrode. If its voltage were otherwise sinusoidal, its mean would equal the amplitude. In this circuit, as long as stray capacitance at the electrode is small, the coil keeps the current closer to sinusoidal than the voltage, and for a collisionless sheath the mean is then about 0.83 of the amplitude at the drive frequency. Singly charged ions that cross without collisions, and take several periods to do so, gain on average an energy corresponding to about this mean voltage. For a sheath 2 to 3 mm wide, crossing without collisions needs an argon pressure well below 10 mTorr, where the ion mean free path is about 3 mm; at higher pressure the ions arrive with less energy. The mistaken power therefore overestimates the mean ion energy by about 12 %, here roughly 30 eV. This estimate concerns the centre of the ion spectrum; its width and shape need a model of the ion motion.

## Where half an ohm comes from

A coil of quality factor \(Q\) has resistance \(\omega L/Q\). If the coil causes all the loss, the example implies \(Q=85.2/0.5=170\). Much of its reactance is merely cancelled by \(C_2\), yet the current pays for all of it in resistance.

Remove \(C_2\) and keep \(Q\) fixed. The coil then has to supply just

\[
\omega L=X_p+\sqrt{R(Z_0-R)},\qquad R=R_p+\frac{\omega L}{Q}.
\]

Solving the two equations together gives 0.177 µH and a loss resistance of 0.177 ohm. The digits agree because this \(Q\) and frequency correspond to 1 ohm per microhenry. The lost share drops to 8.1 %. The price is the loss of \(C_2\) as a tuning element, so the coil or the frequency would have to be adjustable instead. \(C_2\) also blocks direct current, which lets the powered electrode hold a steady bias. To keep that bias, a blocking capacitor must stay in series. It should be large, because the coil has to cancel its reactance too and so gains resistance.

## When the simple ratio fails

The ratio assumes that \(R_s\) and the discharge carry the same current. Stray capacitance \(C_s\) from the electrode and its feed to ground breaks this condition. If the discharge carries the complex current amplitude \(I_p\), the voltage across it is \(Z_pI_p\), and the stray path draws \(j\omega C_sZ_pI_p\). The network must carry both:

\[
I_m=(1+j\omega C_sZ_p)I_p .
\]

With \(Z_p=R_p-jX_p\), the squared current ratio is

\[
F=\left|1+j\omega C_sZ_p\right|^2=(1+\omega C_sX_p)^2+(\omega C_sR_p)^2 .
\]

This exceeds one because the discharge is capacitive: its current and the stray current are nearly in phase and add. The network loss becomes \(\tfrac12R_sF|I_p|^2\), so the lost share is

\[
\frac{R_sF}{R_sF+R_p}.
\]

With the coil and \(R_s\) held fixed and the capacitors retuned, 50 pF gives \(F=1.37\) and a loss of 25.5 %. For 200 pF, \(F=2.83\) and the loss is about 41 %, leaving 176 W in the plasma. Seen from the match output, the discharge resistance is then \(R_p/F=0.71\) ohm. The original ratio is restored if this value replaces \(R_p\). The statement about a 2-ohm plasma thus holds when the 2 ohm is the resistance presented at the match output.

## Measuring the loss

Short the output of the network, retune it, and raise the power until the output current has the same amplitude as with plasma. The net power is now \(\tfrac12R_sI^2\), because no other resistance remains. In the example this takes 60 W at 15.49 A, and subtraction gives \(300-60=240\) W for the plasma.

The method assumes that \(R_s\) survives the retuning. Here the shunt capacitor moves from 512 to 1168 pF and the series capacitor from 108 to 73 pF, so any change in their losses enters as an error. Losses beyond the short are not counted either. If the coupler sits at the generator, the cable loss follows the power and not the output current, so most of it is missed: with 0.1 dB of cable loss the subtraction still gives 240 W while the plasma receives 234.5 W.

## The model beside a real reactor

The parameters are round values meant to resemble an argon etcher with a 300 mm electrode. If one sheath supplies the whole 20-ohm reactance, its effective width, that of a plane capacitor with the same reactance, is about 2.1 mm. Child's law for a steady sheath at 311 V then gives an ion current density of about 1.0 mA/cm² and an ion power of about 230 W. That figure takes the amplitude as a steady voltage; the same current falling through the mean voltage, about 0.83 of the amplitude, carries about 190 W. This is the right order beside 240 W, but no more than that: whether the remaining 50 W or so can heat the electrons enough to sustain this ion current is not shown, so the values are not a self-consistent discharge. Of the neglected effects sized here, stray capacitance moves the result most. A copper coil 60 K hotter would raise the loss to 21.7 %. An assumed 0.02 ohm in the shunt capacitor costs 2.3 W, and a second-harmonic current of 10 % costs about 0.85 W in the network. If the coupler sits at the generator, a cable with 0.1 dB of loss takes a further 6.8 W of the 300 W before the match. The numerical output below lists these values with their inputs.

## Values computed for the example and the checks

```
Frequency: 27.12 MHz; reference impedance: 50 ohm
Plasma R_p: 2.0 ohm; capacitive reactance X_p: 20.0 ohm
Network loss resistance R_s: 0.50 ohm
Coil: 0.50 uH, reactance 85.2 ohm
Coil quality factor implied: 170
Net series reactance at match: 10.90 ohm
Shunt capacitor: 512 pF
Series capacitor: 108.1 pF
Tuned, forward power: 300.0 W
Tuned, reflected power: 0.0 W
Tuned, network loss: 60.0 W
Tuned, plasma power: 240.0 W
Loss / net power: 20.0 %
Loss / plasma power: 25.0 %
Peak discharge current: 15.49 A
Peak load voltage: 311 V
Peak voltage if all net power were in plasma: 348 V
Voltage overestimate: 37 V, 11.8 %
Mistuned: series capacitor raised by 5 %
Mistuned, reflected power: 63.3 W
Mistuned, net power: 236.7 W
Mistuned, network loss: 47.3 W
Mistuned, plasma power: 189.4 W
Mistuned, loss / net: 20.0 %
Loss / net for R_p = 1 ohm: 33.3 %
Loss / net for R_p = 5 ohm: 9.1 %
Loss / net for R_p = 10 ohm: 4.8 %
Shorted output, capacitors shunt/series: 1168 / 73.2 pF
Shorted output, net power: 60.0 W
Shorted output, peak current: 15.49 A
Plasma power by subtraction: 240.0 W
Smaller coil: 0.177 uH, R_s 0.177 ohm
Smaller coil, shunt capacitor: 550 pF
Smaller coil, loss / net: 8.1 %
Stray 50 pF: current factor F 1.37, R seen 1.46 ohm
Stray 50 pF: loss / net 25.5 %, plasma 223 W
Stray 200 pF: current factor F 2.83, R seen 0.71 ohm
Stray 200 pF: loss / net 41.5 %, plasma 176 W
Electrode diameter: 300 mm; sheath width: 2.13 mm
Rough Child-law ion current density: 1.04 mA/cm2
Rough Child-law ion power: 230 W
Coil 60 K hotter: R_s 0.555 ohm, loss / net 21.7 %
Shunt capacitor with 0.02 ohm: 2.3 W lost
Cable with 0.1 dB: 6.8 W lost of 300 W
Second harmonic at 10 % current: 0.85 W in network
```
